**The irregular s solution of hydrogen is normalisable but carries a delta source**

For \(H=-\frac12\nabla^2-Z/r\), \(E=-\kappa^2/2\) and non-integer \(\nu=Z/\kappa\) (atomic units), the decaying s-wave solution \(\psi=w(r)/r\) with \(w(0)=1\) has a finite norm integral \(N=\int w^2dr\) but obeys \((H-E)\psi=2\pi\delta^3(\mathbf r)\), so \(G=w/2\pi r\) is a Green function and only \(\nu=n\) gives eigenstates. Here \(b\) is the coefficient in \(w=1-2Zr\ln r+br+\dots\), \(A=1/\sqrt{4\pi N}\), \(f\) is a Gaussian test function of width \(s_f\) centred at distance \(d\), and \(\sigma\) is the width of a smooth unit source. The program asserts that inward integration of the radial equation agrees with the integral formula for \(w\) and its bound, that the logarithmic coefficient and the flux \(rw'-w\to-1\) are as derived, that the norm converges for \(l=0\) and grows as the inverse cutoff for \(l=1\), and that the softened \(1/r\) has the stated Laplacian with integral \(-4\pi\). It asserts by three-dimensional quadrature that \(\int G(H-E)f\,d^3r=f(0)\) for \(1/r\), the Yukawa function, \(\nu=1/2\) and \(\nu=3/2\), with zero for the 1s state, and by finite differences that a smooth source reproduces \(G\) up to the factor \(1-Z\langle r\rangle\) within a second-order margin. It further asserts that the zeros of \(u(0)\) in the scanned range lie at \(\nu=1,2\), that a Gaussian basis gives the first two Bohr levels, that the Wronskian overlap formulas hold, that an equal-\(b\) partner is orthogonal, and that the kinetic energy outside radius \(\varepsilon\) approaches \(1/2N\varepsilon\). For hydrogen at \(\nu=1/2\), \(E=-54.42\) eV, the output shows \(N=0.591\) Å, a source strength \(2\pi A=17.57\) eV Å\(^{3/2}\), a squared overlap of 0.398 with the 1s state, and an equal-\(b\) partner at \(-5.859\) eV.

## Numerical check

```python
# Result under test (atomic units, H = -1/2 Laplacian - Z/r, E = -kappa^2/2, nu = Z/kappa):
# for non-integer nu the s-wave solution psi = w(r)/r, w(0) = 1, decaying at infinity, is
# square integrable, N = int w^2 dr, but obeys (H - E) psi = 2 pi delta^3(r); so
# G = w/(2 pi r) is a Green function, not an eigenstate. Only u(0) = 0 (nu = n) is source free.
# u = r*psi radial function, b = coefficient in w = 1 - 2 Z r ln r + b r, A = 1/sqrt(4 pi N),
# f = Gaussian test function of width sf centred at distance d, sigma = smeared source width.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants as pc
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import solve_banded, eigh
from scipy.optimize import brentq
from scipy.special import gamma

EV = pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10
Z, R_OUT, R_IN = 1.0, 60.0, 1e-10
energy = lambda nu: -Z**2 / (2 * nu**2)

def inward(nu, l=0, r_in=R_IN, dense=True):
    k = Z / nu
    def rhs(s, y):
        r = np.exp(s)
        return [r * y[1], (r * k * k - 2 * Z + l * (l + 1) / r) * y[0]]
    return solve_ivp(rhs, (np.log(R_OUT), np.log(r_in)), [1.0, -k + nu / R_OUT],
                     method="DOP853", rtol=1e-11, atol=1e-12, dense_output=dense)

def unit_solution(nu, l=0, r_in=R_IN):
    sol = inward(nu, l, r_in)
    return lambda r: sol.sol(np.log(r)) / sol.y[0, -1]

def radial_integral(fun, lo=R_IN, hi=R_OUT):
    s = np.linspace(np.log(lo), np.log(hi), 12001)
    r = np.exp(s)
    return simpson(fun(r) * r, x=s)

def w_minus_one(nu, r):
    x, dy = 2 * Z / nu * r, 0.05
    y = np.arange(-90, 5, dy)
    extra = dy * np.sum(np.exp(y - np.exp(y)) * np.expm1(nu * np.log1p(x * np.exp(-y))))
    return np.expm1(-x / 2) + np.exp(-x / 2) * extra

# regularised 1/r and the total-derivative identity behind the integral formula
X, Y, W, eps, p, xs, n_ = sp.symbols("X Y W eps p xs n_", positive=True)
soft = 1 / sp.sqrt(X**2 + Y**2 + W**2 + eps**2)
lap = sum(sp.diff(soft, c, 2) for c in (X, Y, W))
assert abs((lap + 3 * eps**2 * soft**5).subs({X: .3, Y: .7, W: .2, eps: .4})) < 1e-12
lap_axis = sp.lambdify((X, eps), lap.subs({Y: 0, W: 0}), "mpmath")
for e in (0.3, 0.01):
    total = float(mp.quad(lambda r: 4 * mp.pi * r * r * lap_axis(r, e), [0, e, 10 * e, mp.inf]))
    assert abs(total + 4 * np.pi) < 1e-8
half = sp.Rational(1, 2)
g = ((p + half) / (p - half))**n_
ker = sp.exp(-xs * p) * g
ode_on_kernel = xs * sp.diff(ker, xs, 2) + 2 * sp.diff(ker, xs) + (n_ - xs / 4) * ker
gap = ode_on_kernel - sp.diff(-(p**2 - half**2) * ker, p)
assert abs(gap.subs({p: 1.3, xs: .8, n_: .37})) < 1e-12

nu = 0.5
E, kap = energy(nu), Z / nu
w = unit_solution(nu)
for nu_t, w_t in ((nu, w), (0.25, unit_solution(0.25))):
    for r in (0.01, 0.1, 1.0, 3.0, 8.0):
        x, val = 2 * Z / nu_t * r, w_t(r)[0]
        assert abs(val / (1 + w_minus_one(nu_t, r)) - 1) < 1e-7 or abs(val - 1 - w_minus_one(nu_t, r)) < 1e-13
        assert 0 < val < np.exp(-x / 2) * (1 + gamma(1 - nu_t) * x**nu_t)
log_coeff = (w_minus_one(nu, 1e-7) / 1e-7 - w_minus_one(nu, 1e-8) / 1e-8) / np.log(10)
assert abs(log_coeff + 2 * Z) < 1e-5
flux = 1e-6 * w(1e-6)[1] - w(1e-6)[0]
assert abs(flux + 1) < 1e-5

# normalisability: converges for l = 0, diverges as 1/cutoff for l = 1
N = radial_integral(lambda r: w(r)[0]**2)
assert abs(N - radial_integral(lambda r: w(r)[0]**2, lo=1e-6) - 1e-6) < 1e-8
wp = unit_solution(nu, 1, 1e-6)
p_ratio = (radial_integral(lambda r: wp(r)[0]**2, lo=1e-5)
           / radial_integral(lambda r: wp(r)[0]**2, lo=1e-4))
assert abs(p_ratio - 10) < 0.05
A = 1 / np.sqrt(4 * np.pi * N)

# weak form by 3D quadrature: int [u/(2 pi r)] (H - E) f d^3r
mu, wt = np.polynomial.legendre.leggauss(48)
def weak(u, z, en, sf, d):
    def shell(r):
        rr = r[:, None]
        rho2 = rr**2 + d * d - 2 * rr * d * mu
        f = np.exp(-rho2 / (2 * sf**2))
        lap_f = (rho2 / sf**4 - 3 / sf**2) * f
        return r * u(r) * ((-0.5 * lap_f - (z / rr + en) * f) @ wt)
    return radial_integral(shell)
u1 = lambda r: 2 * Z**1.5 * r * np.exp(-Z * r)
u2 = lambda r: Z**1.5 / np.sqrt(2) * r * (1 - Z * r / 2) * np.exp(-Z * r / 2)
w15 = unit_solution(1.5)
sf, weak_rows = 0.5 / ANG, []
for d_ang in (0.0, 0.3, 0.6):
    d = d_ang / ANG
    f0 = np.exp(-d * d / (2 * sf**2))
    main = weak(lambda r: w(r)[0], Z, E, sf, d)
    for val in (main, weak(lambda r: w15(r)[0], Z, energy(1.5), sf, d),
                weak(np.ones_like, 0, 0, sf, d), weak(lambda r: np.exp(-2 * r), 0, -2, sf, d)):
        assert abs(val - f0) < 1e-7
    assert abs(weak(u1, Z, energy(1), sf, d)) < 1e-7
    weak_rows.append((d_ang, main, f0))

# finite differences with a smooth unit source; solution is bounded, so u(0) = 0
h = 2e-4
rg = h * np.arange(1, 100000)
band = np.zeros((3, rg.size))
band[0], band[2], band[1] = -0.5 / h**2, -0.5 / h**2, 1 / h**2 - Z / rg - E
j, smear_rows = int(round(1 / ANG / h)), []
for s_ang in (0.01, 0.005):
    sig = s_ang / ANG
    src = np.exp(-rg**2 / (2 * sig**2)) / (2 * np.pi * sig**2)**1.5
    ratio = solve_banded((1, 1), band, rg * src)[j] / (w(rg[j])[0] / (2 * np.pi))
    first = 1 - Z * 2 * sig * np.sqrt(2 / np.pi)
    assert abs(ratio - first) < 4 * sig**2   # neglected term is second order in sigma
    smear_rows.append((s_ang, ratio, first))

# zeros of u(0) against nu, and diagonalisation in smooth Gaussians
u_origin = lambda v: inward(v, dense=False).y[0, -1] * np.exp(-Z / v * R_OUT)
scan = np.arange(0.3, 2.6, 0.2)
sg = np.sign([u_origin(v) for v in scan])
roots = [brentq(u_origin, scan[i], scan[i + 1], xtol=1e-10)
         for i in range(len(scan) - 1) if sg[i] != sg[i + 1]]
assert len(roots) == 2 and np.allclose(roots, [1, 2], atol=1e-7)
a = 0.002 * 2.0**np.arange(24)
P, nrm = a[:, None] + a, (2 * a / np.pi)**0.75
S = (np.pi / P)**1.5 * np.outer(nrm, nrm)
H = 3 * np.outer(a, a) / P * S - Z * 2 * np.pi / P * np.outer(nrm, nrm)
lev = eigh(H, S, eigvals_only=True)[:2]
assert np.allclose(lev, [energy(1), energy(2)], atol=1e-5)

# non-orthogonality, contact-interaction partner, kinetic energy
ov = [radial_integral(lambda r: w(r)[0] * u(r)) for u in (u1, u2)]
for o, n, slope in zip(ov, (1, 2), (2 * Z**1.5, Z**1.5 / np.sqrt(2))):
    assert abs(o - slope / (2 * (energy(n) - E))) < 1e-7
def log_slope(v):
    y = inward(v, dense=False).y[:, -1]
    return y[1] / y[0]
ls = log_slope(nu)
for v in (0.25, 1.5):
    wv = unit_solution(v)
    quad_ov = radial_integral(lambda r: w(r)[0] * wv(r)[0])
    assert abs(quad_ov - (ls - log_slope(v)) / (2 * (E - energy(v)))) < 1e-6
    assert abs(quad_ov) > 0.05
nu_b = brentq(lambda v: log_slope(v) - ls, 1.2, 1.9, xtol=1e-11)
wb = unit_solution(nu_b)
ov_b = radial_integral(lambda r: w(r)[0] * wb(r)[0])
assert abs(ov_b) < 1e-6
kinetic = lambda c: radial_integral(lambda r: (w(r)[1] - w(r)[0] / r)**2, lo=c) / (2 * N)
assert abs(kinetic(1e-6) * 2 * N * 1e-6 - 1) < 1e-4   # correction ~ 4 Z c ln(1/c)

c = 0.1 / ANG
print(f"hartree = {EV:.4f} eV, bohr = {ANG:.6f} A, Z = {Z:.0f}, nu = {nu}")
print(f"E(nu=1/2) = {E*EV:.4f} eV = {E:.4f} hartree")
print(f"E_1 = {energy(1)*EV:.4f} eV, E_2 = {energy(2)*EV:.4f} eV")
print(f"E(nu=3/2) = {energy(1.5)*EV:.4f} eV")
print(f"decay length 1/kappa = {ANG/kap:.5f} A")
print(f"integral of Laplacian of softened 1/r = {total:.6f} (dimensionless)")
print(f"coefficient of r ln r in w = {log_coeff:.5f} 1/bohr")
print(f"r w' - w near origin = {flux:.5f} (dimensionless)")
for r in (0.1, 0.5, 1.0):
    print(f"w({r} A): radial equation {w(r/ANG)[0]:.6f}, integral {1+w_minus_one(nu, r/ANG):.6f}")
print(f"N = int w^2 dr = {N*ANG:.5f} A = {N:.5f} bohr")
print(f"A = {A/np.sqrt(ANG):.5f} A^(-1/2)")
print(f"source 2 pi A = {2*np.pi*A*EV*ANG**1.5:.4f} eV A^(3/2) = {2*np.pi*A:.5f} a.u.")
print(f"mean radius = {radial_integral(lambda r: r*w(r)[0]**2)/N*ANG:.5f} A")
print(f"probability within 0.1 A, irregular = {radial_integral(lambda r: w(r)[0]**2, hi=c)/N:.5f}")
print(f"probability within 0.1 A, 1s = {radial_integral(lambda r: u1(r)**2, hi=c):.5f}")
print(f"l=1 norm ratio, cutoff reduced tenfold = {p_ratio:.3f}")
print(f"test function width sf = {sf*ANG:.2f} A")
for row in weak_rows:
    print("d = %.1f A: int G (H-E) f = %.6f, f(0) = %.6f" % row)
for row in smear_rows:
    print("sigma = %.3f A: phi/G at 1 A = %.5f, 1 - Z<r> = %.5f" % row)
print(f"zeros of u(0): nu = {roots[0]:.6f}, {roots[1]:.6f}")
print(f"Gaussian basis ({a.size} functions): {lev[0]*EV:.4f} eV, {lev[1]*EV:.4f} eV")
for o, n in zip(ov, (1, 2)):
    print(f"normalised overlap with {n}s = {o/np.sqrt(N):.5f}, squared {o*o/N:.5f}")
print(f"equal-b partner: nu = {nu_b:.5f}, E = {energy(nu_b)*EV:.4f} eV, |overlap| = {abs(ov_b)*ANG:.6f} A")
for cut in (1e-2, 1e-3, 1e-4):
    print(f"cutoff {cut:g} A: kinetic = {kinetic(cut/ANG)*EV:.5g} eV, 1/(2N eps) = {ANG/(2*N*cut)*EV:.5g} eV")
print("done: every assertion held")
```

Printed output:

```
hartree = 27.2114 eV, bohr = 0.529177 A, Z = 1, nu = 0.5
E(nu=1/2) = -54.4228 eV = -2.0000 hartree
E_1 = -13.6057 eV, E_2 = -3.4014 eV
E(nu=3/2) = -6.0470 eV
decay length 1/kappa = 0.26459 A
integral of Laplacian of softened 1/r = -12.566371 (dimensionless)
coefficient of r ln r in w = -2.00000 1/bohr
r w' - w near origin = -1.00000 (dimensionless)
w(0.1 A): radial equation 1.323578, integral 1.323578
w(0.5 A): radial equation 0.552483, integral 0.552483
w(1.0 A): radial equation 0.114800, integral 0.114800
N = int w^2 dr = 0.59101 A = 1.11685 bohr
A = 0.36694 A^(-1/2)
source 2 pi A = 17.5683 eV A^(3/2) = 1.67717 a.u.
mean radius = 0.22805 A
probability within 0.1 A, irregular = 0.27055
probability within 0.1 A, 1s = 0.00680
l=1 norm ratio, cutoff reduced tenfold = 9.987
test function width sf = 0.50 A
d = 0.0 A: int G (H-E) f = 1.000000, f(0) = 1.000000
d = 0.3 A: int G (H-E) f = 0.835270, f(0) = 0.835270
d = 0.6 A: int G (H-E) f = 0.486752, f(0) = 0.486752
sigma = 0.010 A: phi/G at 1 A = 0.97089, 1 - Z<r> = 0.96984
sigma = 0.005 A: phi/G at 1 A = 0.98519, 1 - Z<r> = 0.98492
zeros of u(0): nu = 1.000000, 2.000000
Gaussian basis (24 functions): -13.6057 eV, -3.4014 eV
normalised overlap with 1s = 0.63083, squared 0.39794
normalised overlap with 2s = 0.17843, squared 0.03184
equal-b partner: nu = 1.52385, E = -5.8592 eV, |overlap| = 0.000000 A
cutoff 0.01 A: kinetic = 835.49 eV, 1/(2N eps) = 644.65 eV
cutoff 0.001 A: kinetic = 6753.4 eV, 1/(2N eps) = 6446.5 eV
cutoff 0.0001 A: kinetic = 64885 eV, 1/(2N eps) = 64465 eV
done: every assertion held
```
